# Average Barrier Change on Polarisation Reversal in a Ferroelectric Tunnel Junction

Reflect a ferroelectric tunnel junction in the middle plane of its film. The two metals change places, the polarisation changes sign, and the average height of the tunnel barrier stays what it was. Let $\Delta\Phi$ be the average barrier with the polarisation pointing from metal 1 to metal 2, minus the average barrier with the polarisation reversed. The reflection then requires

$$
\Delta\Phi(1,2)=-\Delta\Phi(2,1).
$$

In linear electrostatics the average barrier is a constant plus a term proportional to the polarisation $P$, so $\Delta\Phi$ is proportional to $P$ and depends on the metals through their screening alone. It vanishes if both screen equally well. The quantity $eP/\varepsilon_0$ is an energy per length, and in linear response each metal is described by one length $\lambda_i$, which tells how far its surface potential moves for a given electric displacement at the surface. The answer must therefore have the form

$$
\Delta\Phi=\frac{eP}{\varepsilon_0}\,(\lambda_1-\lambda_2)\,F ,
$$

where $F$ is dimensionless and unchanged when the metals are exchanged. It remains to find $\lambda_i$, the sign and $F$.

Metal 1 fills $x<0$, the film fills $0<x<d$, and metal 2 fills $x>d$. Both metals are much thicker than their screening lengths. There is no bias, so one Fermi level runs through the junction, and all barrier heights are measured from it. The elementary charge $e$ is positive, and $P>0$ points from metal 1 to metal 2. SI equations are used, with lengths in nm and energies in eV in the numbers.

Let $U(x)$ be the electrostatic energy of an electron in a metal, relative to the interior of that metal. Where $U$ is positive the band is raised against the fixed Fermi level, and electrons leave. If $g$ is the density of states at the Fermi level per energy and volume, the missing electron density is $gU$ to first order, and the charge density is $\rho=+egU$. The potential is $-U/e$, so the electric field is $E=U'/e$. With the background permittivity $\varepsilon$ of the metal, which describes its bound electrons, $D=\varepsilon_0\varepsilon E$. Gauss's law $D'=\rho$ gives

$$
\frac{\varepsilon_0\varepsilon}{e}\,U''=e\,g\,U
\quad\Rightarrow\quad
U''=\frac{U}{l^2},\qquad l^2=\frac{\varepsilon_0\varepsilon}{e^2g}.
$$

This $l$ is the Thomas-Fermi screening length. In metal 1 the solution that vanishes in the interior is $U=U_1e^{x/l_1}$, with slope $U_1/l_1$ at the interface. In metal 2 it is $U=U_2e^{-(x-d)/l_2}$, with slope $-U_2/l_2$. No free charge sits at the interfaces or in the film, so $D$ has the same value on both metal surfaces and throughout the film:

$$
D=\frac{\varepsilon_0\varepsilon_1}{e}\frac{U_1}{l_1}
=-\frac{\varepsilon_0\varepsilon_2}{e}\frac{U_2}{l_2}.
$$

Solving for the surface shifts,

$$
U_1=+\frac{eD\lambda_1}{\varepsilon_0},\qquad
U_2=-\frac{eD\lambda_2}{\varepsilon_0},\qquad
\lambda_i=\frac{l_i}{\varepsilon_i}=\sqrt{\frac{\varepsilon_0}{e^2g_i\varepsilon_i}} .
$$

The length that matters is thus the screening length divided by the background permittivity. At a fixed density of states, a larger $\varepsilon_i$ makes $l_i$ longer but $\lambda_i$ shorter. Unequal screening lengths alone therefore do not guarantee a change of the average barrier; unequal $\lambda_i$ are needed.

In the film, $P$ denotes the switchable polarisation, taken as uniform. The part of the polarisation that responds linearly to the field is contained in the relative permittivity $\varepsilon_f$:

$$
D=\varepsilon_0\varepsilon_fE+P .
$$

Since $D$ and $P$ are uniform, so is $E$. Let $B(x)$ be the conduction band edge of the film above the Fermi level. At interface $i$ it would lie at the bare barrier $b_i$ if the metal carried no screening charge; $b_i$ is assumed not to depend on $P$. The shift of the metal surface carries the band edge with it, so

$$
B(0)=b_1+\frac{eD\lambda_1}{\varepsilon_0},\qquad
B(d)=b_2-\frac{eD\lambda_2}{\varepsilon_0}.
$$

Inside the film the edge follows the electrostatic energy of the electron, with slope $B'=eE=e(D-P)/(\varepsilon_0\varepsilon_f)$. The difference of the two edge values must equal this slope times $d$:

$$
b_2-b_1-\frac{eD}{\varepsilon_0}(\lambda_1+\lambda_2)
=\frac{e\,d\,(D-P)}{\varepsilon_0\varepsilon_f}.
$$

Write $\Lambda=\lambda_1+\lambda_2$, multiply by $\varepsilon_0\varepsilon_f/e$, and collect the terms in $D$:

$$
D\,(d+\varepsilon_f\Lambda)=Pd+\frac{\varepsilon_0\varepsilon_f}{e}(b_2-b_1),
$$

$$
D=\frac{Pd+\varepsilon_0\varepsilon_f(b_2-b_1)/e}{d+\varepsilon_f\Lambda}.
$$

Because $B$ is linear in $x$, its average over the film is the mean of its end values:

$$
\Phi=\frac1d\int_0^dB\,dx=\frac{b_1+b_2}{2}+\frac{eD}{2\varepsilon_0}(\lambda_1-\lambda_2).
$$

Now reverse $P$ at fixed magnitude. The bare barriers contribute the same amount to $D$ in both states, so $D(+P)-D(-P)=2Pd/(d+\varepsilon_f\Lambda)$. The factor 2 cancels the 2 in the average, and

$$
\boxed{\;\Delta\Phi=\Phi(+P)-\Phi(-P)=\frac{eP}{\varepsilon_0}\,
\frac{d\,(\lambda_1-\lambda_2)}{d+\varepsilon_f(\lambda_1+\lambda_2)}\;}
$$

The symmetric factor of the opening argument is $F=d/(d+\varepsilon_f\Lambda)$. If the two remanent polarisations are $P_+>0$ and $P_-<0$ with unequal magnitudes, the same subtraction gives this expression with $P$ replaced by $(P_+-P_-)/2$.

The sign can be read from the bound charges. For $+P$ there is negative bound charge next to metal 1 and positive bound charge next to metal 2. The first raises the barrier edge on its side and the second lowers it on the other. A metal with large $\lambda$ leaves more of this shift unscreened. The average is therefore lower when the polarisation points towards the metal with the larger $\lambda$, and higher when it points away from it.

The dependence on thickness, with $P$ held fixed, has two limits. For $d\gg\varepsilon_f\Lambda$ the screening charge nearly equals the bound charge, $F$ tends to 1, and

$$
\Delta\Phi\to\frac{eP}{\varepsilon_0}(\lambda_1-\lambda_2).
$$

For $d\ll\varepsilon_f\Lambda$ most of the polarisation is left unscreened, the part of $D$ that reverses with $P$ is small against $P$, and the change is proportional to the thickness:

$$
\Delta\Phi\to\frac{eP}{\varepsilon_0}\,\frac{d}{\varepsilon_f}\,\frac{\lambda_1-\lambda_2}{\lambda_1+\lambda_2}.
$$

Half of the thick-film value is reached at $d=\varepsilon_f\Lambda$. A further case is a second metal that screens ever more poorly. For $\lambda_2>\lambda_1$ the magnitude of the change is proportional to $(\lambda_2-\lambda_1)/(d+\varepsilon_f\lambda_1+\varepsilon_f\lambda_2)$. The derivative of this ratio with respect to $\lambda_2$ has the numerator

$$
d+\varepsilon_f\lambda_1+\varepsilon_f\lambda_2-\varepsilon_f(\lambda_2-\lambda_1)=d+2\varepsilon_f\lambda_1>0 ,
$$

so the magnitude grows steadily towards the limit $ePd/(\varepsilon_0\varepsilon_f)$.

This growth has a price. Half the difference of the film fields in the two states, which is the part that reverses with $P$, follows from $E=(D-P)/(\varepsilon_0\varepsilon_f)$:

$$
E_{\rm odd}=\frac{P}{\varepsilon_0\varepsilon_f}\left(\frac{d}{d+\varepsilon_f\Lambda}-1\right)
=-\frac{P\Lambda}{\varepsilon_0(d+\varepsilon_f\Lambda)}.
$$

It opposes the polarisation. Comparison with the boxed result gives

$$
\Delta\Phi=-e\,E_{\rm odd}\,d\;\frac{\lambda_1-\lambda_2}{\lambda_1+\lambda_2}.
$$

The same incomplete screening thus produces both the wanted change and the depolarising field. Suppose that a uniform film keeps its polarisation only while the opposing field is below a coercive field $E_c$. Then both states can be kept only if $|E_{\rm odd}|<E_c$, and within this model $|\Delta\Phi|<eE_cd\,|\lambda_1-\lambda_2|/\Lambda$.

For a numerical case take $d=3.0$ nm, $P=8.0\ \mu\mathrm{C/cm^2}$, $\varepsilon_f=30$, $l_1=0.05$ nm, $l_2=0.10$ nm, $\varepsilon_1=\varepsilon_2=2$, $b_1=1.90$ eV and $b_2=1.80$ eV. Then $\lambda_1=0.025$ nm, $\lambda_2=0.050$ nm, $\varepsilon_f\Lambda=2.25$ nm and $P/\varepsilon_0=9.035$ V/nm. The boxed formula gives

$$
\Delta\Phi=9.035\times\frac{3.0\times(-0.025)}{3.0+2.25}\ \mathrm{eV}=-0.129\ \mathrm{eV},
$$

or $-0.0047$ hartree. The average barrier is lower when the polarisation points to metal 2. The thick-film limit for the same $P$ would be $-0.226$ eV.

The separate states show how this comes about. The displacement is

$$
\frac{D}{\varepsilon_0}=\frac{\pm9.035\times3.0+30\times(-0.10)}{5.25}\ \mathrm{V/nm},
$$

which is $4.59$ V/nm for $+P$ and $-5.73$ V/nm for $-P$. For $+P$ the surface shifts are $+0.115$ eV and $-0.230$ eV, so the barrier runs from $2.015$ eV at metal 1 down to $1.570$ eV at metal 2, with average $1.793$ eV. For $-P$ the shifts are $-0.143$ eV and $+0.287$ eV, and the barrier rises from $1.757$ eV to $2.087$ eV, with average $1.922$ eV. A numerical solution of Poisson's equation through both metals and the film, with the charge taken from the linear density-of-states response, gives a difference of $-0.12907$ eV, against $-0.12908$ eV from the formula.

The same numerical solution shows the role of the background permittivity. With $l_2$ held at 0.10 nm, raising $\varepsilon_2$ to 4 makes $\lambda_2$ equal to $\lambda_1$, and the change vanishes although the screening lengths differ by a factor of two. With $\varepsilon_2=8$ the length $\lambda_2$ falls to 0.0125 nm, and the change becomes $+0.082$ eV: the metal with the longer screening length is now the better screener.

The average barrier matters because it largely sets the exponent of the tunnel transmission. In the WKB approximation the transmission at the Fermi level is $e^{-S}$ with

$$
S=\frac2\hbar\int_0^d\sqrt{2mB(x)}\,dx ,
$$

where $m$ is the tunnelling mass. Write $B=\Phi+y$, where $y$ runs linearly from $-T/2$ to $T/2$ and $T=B(d)-B(0)$. The expansion

$$
\sqrt{\Phi+y}\simeq\sqrt\Phi\left(1+\frac{y}{2\Phi}-\frac{y^2}{8\Phi^2}\right)
$$

has to be averaged over the film. The mean of $y$ is zero and the mean of $y^2$ is $T^2/12$, so

$$
S\simeq\frac{2d\sqrt{2m\Phi}}{\hbar}\left(1-\frac{T^2}{96\,\Phi^2}\right).
$$

The slope enters only in second order, and in the example its term is small, so the average barrier gives most of the change in the exponent. With unequal bare barriers $T^2$ differs between the two states, so the transmission can change somewhat even when $\Delta\Phi$ is zero. With $m=0.30$ electron masses the full integral gives $S=22.53$ for $+P$ and $23.33$ for $-P$. In this approximation the transmission is larger for $+P$ by a factor of $2.24$; the average barriers alone give $2.22$. The small difference has the sign expected from the last formula, since the barrier is steeper for $+P$ and its exponent is reduced more. These numbers assume one parabolic band with a constant mass. A barrier of 1.8 to 1.9 eV lies deep in a gap $E_g$ of about 5.5 to 6 eV, where the decay constant varies more slowly with energy. With the two-band form, in which $B$ under the root is replaced by $B(1-B/E_g)$, the ratio falls to about 1.4 to 1.5. $\Delta\Phi$ itself is not affected.

To first order in $\Delta\Phi$ the logarithm of this ratio is $S|\Delta\Phi|/(2\Phi)$. At fixed $P$ and nearly fixed $\Phi$ it varies as $d^2/(d+\varepsilon_f\Lambda)$. A thicker film therefore gives a larger ratio, but the current itself falls exponentially; here the WKB factor $e^{-S}$ for $+P$ is already about $10^{-9.8}$.

Linear screening requires surface shifts that are small against the occupied depth $W$ of the metal's band. The first correction can be found for a parabolic band, whose electron density is $n=n_0(1-U/W)^{3/2}$. Its derivative at $U=0$ fixes $g=3n_0/(2W)$, so $n_0=2gW/3$, and Poisson's equation becomes

$$
U''=\frac{2W}{3l^2}\left[1-\left(1-\frac UW\right)^{3/2}\right].
$$

Multiply by $U'$ and integrate from the interior, where $U$ and $U'$ vanish:

$$
\frac{U'^2}{2}=\frac{2W}{3l^2}\left\{U-\frac{2W}{5}\left[1-\left(1-\frac UW\right)^{5/2}\right]\right\}.
$$

With $u=U/W$ and $(1-u)^{5/2}=1-\frac52u+\frac{15}{8}u^2-\frac{5}{16}u^3+\dots$, the terms linear in $u$ cancel and the braces become $W(\frac34u^2-\frac18u^3)$. Hence

$$
l^2U'^2=U^2\left(1-\frac{U}{6W}\right),\qquad
l|U'|\simeq|U|\left(1-\frac{U}{12W}\right).
$$

At the surface $l|U'|=e|D|\lambda/\varepsilon_0=|s|$, where $s$ is the shift that linear screening would give for the same $D$. Since $U$ and $s$ have the same sign, $s=U-U^2/(12W)$, and inversion to second order gives

$$
U\simeq s+\frac{s^2}{12W}.
$$

The correction is positive for either sign of $s$: a depleted surface shifts more than the linear theory says, and an enriched one shifts less. It enters the film edges just as a small addition to $b_i$ would. If $b_1=b_2$, the magnitude of $D$ is the same in both states at this order, so the additions are equal and drop out of the difference. With both bare barriers at 1.85 eV, $W_1=3.0$ eV and $W_2=2.5$ eV, the numerical solution moves the average for $+P$ by 1.19 meV but the difference by only $-0.05$ meV. With the unequal bare barriers of the example $|D|$ is larger for $-P$, the cancellation is incomplete, and the difference moves by $-0.59$ meV, about half a per cent of $\Delta\Phi$.

A much larger uncertainty lies in the lengths $\lambda_i$. They are shorter than the spacing of atoms, so a smooth density of states that ends at a sharp plane is an effective description, and the bonding at the interface alters the result. If $\lambda_2$ is 0.01 nm smaller, with all else fixed, $\Delta\Phi$ is $-0.082$ eV; if it is 0.01 nm larger, $-0.171$ eV. These are changes of about a third of the value.

The image attraction of the tunnelling electron also lowers the barrier. For an electron midway between two ideal metal planes the image charges alternate in sign at distances $d,2d,\dots$ on both sides. Half the interaction energy with them is

$$
\frac12\,\frac{e^2}{4\pi\varepsilon_0\varepsilon_i}\;2\sum_{n=1}^{\infty}\frac{(-1)^n}{nd}
=-\frac{e^2\ln2}{4\pi\varepsilon_0\varepsilon_i d}.
$$

Here $\varepsilon_i$ is the high-frequency permittivity of the film, not the background permittivity of a metal; with a rough value of 4 the energy is $-0.083$ eV. This is the smallest lowering in the film. The attraction grows towards the metals, and averaged over the classically forbidden region it is about $0.22$ eV. The image potential does not depend on $P$ in linear response, so it leaves the electrostatic $\Delta\Phi$ unchanged, but it enters the exponents: they fall to about $20.3$ and $21.2$, and the ratio rises from $2.24$ to about $2.36$. Temperature matters little for direct tunnelling: at 300 K the thermal spread of electron energies raises it by between 4 and 5 per cent in both states. Conduction through defects, which can depend strongly on temperature, is not included. The Boltzmann factor at the top of the $+P$ barrier is about $10^{-34}$, far below the transmission.

The parameters are rough values for a thin hafnia-zirconia film between a strongly and a less strongly screening metallic electrode. The polarisation is on the low side of what thicker films of this kind show. The film field is $-1.48$ MV/cm for $+P$ and $+1.10$ MV/cm for $-P$, opposed to the polarisation in both cases. A rough coercive field is 2 MV/cm and a rough breakdown field 4 MV/cm, so the $+P$ state uses about three quarters of the coercive field and has little reserve. With these electrodes its field passes 2 MV/cm once $P$ exceeds about $11\ \mu\mathrm{C/cm^2}$, and a coercive field just under 1.5 MV/cm would already be exceeded at the $P$ of the example. The reversing part of the field is $(1.48+1.10)/2=1.29$ MV/cm, or 0.129 V/nm. Over 3.0 nm this makes 0.387 eV, and the factor $(\lambda_1-\lambda_2)/\Lambda=-1/3$ returns $\Delta\Phi=-0.129$ eV. Real films break the assumption of no trapped charge. Suppose that trapped sheets just inside both interfaces compensate a fraction $t$ of the bound charge and reverse with it. The displacement inside the film is then $D+tP$, the field is $[D-(1-t)P]/(\varepsilon_0\varepsilon_f)$, and $P$ is replaced by $(1-t)P$ throughout. For $t=0.5$ the change would halve to about $-0.065$ eV. Trapped charge that stays fixed during reversal adds the same amount to both states and drops out. Real films are also often polycrystalline and switch only in part, and for the film of the example the result then holds approximately well inside a uniformly polarised region that is several times wider than the film is thick. Near a boundary with an oppositely polarised region the change is smaller. For alternating stripes of width $2d$, $3d$ and $5d$ it reaches about 68, 88 and 98 per cent of the uniform value at the stripe centre, and its average over a stripe of width $5d$ is about 78 per cent. The remaining values are listed in the numerical output.

## Computed values

```
Input: P = 8.0 uC/cm2, d = 3.0 nm, eps_f = 30
Input: l1 = 0.05 nm, l2 = 0.10 nm
Input: eps1 = 2.0, eps2 = 2.0
Input: bare barriers b1 = 1.90 eV, b2 = 1.80 eV
Input: band depths W1 = 3.0 eV, W2 = 2.5 eV
Input: tunnelling mass = 0.30 m_e, T = 300 K
lambda1 = 0.0250 nm, lambda2 = 0.0500 nm
Density of states, metal 1 = 44.2 /(eV nm3)
Density of states, metal 2 = 11.1 /(eV nm3)
P/eps0 = 9.035 V/nm
D/eps0 for +P = 4.592 V/nm, for -P = -5.735 V/nm
Surface shifts for +P: U1 = 0.1148 eV, U2 = -0.2296 eV
Surface shifts for -P: U1 = -0.1434 eV, U2 = 0.2867 eV
Edges for +P: B(0) = 2.0148 eV, B(d) = 1.5704 eV
Edges for -P: B(0) = 1.7566 eV, B(d) = 2.0867 eV
Average barrier for +P = 1.7926 eV
Average barrier for -P = 1.9217 eV
Change, Poisson solver = -0.12907 eV
Change, formula = -0.12908 eV = -0.004743 hartree
Change with l2 = 0.10 nm, eps2 = 4: 0.00000 eV (size)
Change with l2 = 0.10 nm, eps2 = 8: 0.0821 eV
Thick-film limit of the change = -0.2259 eV
Thickness for half that limit = 2.25 nm
Limit of the change for lambda2 to infinity = -0.9035 eV
WKB exponent for +P = 22.528, for -P = 23.332
Transmission ratio (+P over -P), sloping barrier = 2.236
Transmission ratio (+P over -P), average barrier = 2.220
Nonlinear screening, average for +P moves by 0.946 meV
Nonlinear screening, average for -P moves by 1.536 meV
Nonlinear screening, change moves by -0.590 meV
Equal bare barriers: average for +P moves by 1.194 meV
Equal bare barriers: change moves by -0.049 meV
Change if lambda2 is 0.01 nm smaller = -0.0821 eV
Change if lambda2 is 0.01 nm larger = -0.1709 eV
Image lowering at mid-film (rough eps 4) = 0.0832 eV
Thermal gain of tunnelling: +P 1.0448, -P 1.0417
log10 Boltzmann factor at barrier top, +P = -33.8
log10 WKB transmission, +P = -9.8
Film field for +P = -1.481 MV/cm, for -P = 1.100 MV/cm
Rough coercive field = 2 MV/cm, rough breakdown = 4 MV/cm
```
